# Vacuum magnetic birefringence in a high-finesse cavity: ellipticity and shot-noise time

## Definitions and conventions

A linearly polarized laser beam of wavelength \(\lambda\) crosses a magnetic field \(B\), perpendicular to the beam, over a length \(L\). The field lies inside a Fabry-Perot cavity with mirror spacing \(d\) and finesse \(F\), the ratio of resonance spacing to full width at half maximum. Let \(n_\parallel\) and \(n_\perp\) be the refractive indices for an optical electric field along and across \(B\), and \(\Delta n=n_\parallel-n_\perp\). Ellipticity \(\psi\) means the ratio of minor to major axis of the polarization ellipse.

The magnet rotates about the beam at frequency \(\nu\), so the angle between polarization and field is \(\theta=2\pi\nu t\). After the cavity come an ellipticity modulator, a crossed polarizer (the analyser) and a photodetector. \(\Gamma\) is the rate at which photons would be detected with the analyser fully open.

The given values are \(F=7\times10^5\), \(B=2.5\) T and \(L=1.6\) m. An integration time also requires an optical power and a readout. I choose \(\lambda=1064\) nm, \(d=3.2\) m, \(\nu=5\) Hz, 10 mW reaching the analyser and quantum efficiency 0.7. With a photon energy of \(1.867\times10^{-19}\) J,

\[
\Gamma=\frac{0.7\times 10^{-2}\ \mathrm{W}}{1.867\times10^{-19}\ \mathrm J}=3.75\times10^{16}\ \mathrm{s^{-1}} .
\]

The laser is on resonance, the mirrors have no birefringence, no gas is present, and photon counting is the only noise.

## Back-of-envelope argument

The natural field scale is \(B_c=m^2c^2/(e\hbar)=4.41\times10^9\) T, with \(m\) the electron mass. The index is unchanged by reversing \(B\), so its shift starts at \((B/B_c)^2\). One electron loop suggests a factor \(\alpha/\pi\), with \(\alpha\approx1/137\):

\[
\Delta n\sim\frac{\alpha}{\pi}\left(\frac{B}{B_c}\right)^2\approx(2.3\times10^{-3})(5.66\times10^{-10})^2\approx7\times10^{-22}.
\]

Taking about \(F\) passes, and the phase difference itself as the ellipticity, gives

\[
\psi\sim F\,\frac{2\pi L\,\Delta n}{\lambda}\approx5\times10^{-9}.
\]

Counting \(N\) photons resolves an angle of about \(1/\sqrt N\), so \(T\sim1/(\Gamma\psi^2)\approx1\) s. The dependence on \(B\), \(L\) and \(\lambda\) is reasonable, but the pure numbers are guesses, and \(T\) contains their square.

## The Lagrangian of the vacuum

For this section \(\hbar=c=1\) and \(e^2=4\pi\alpha\). Fields are treated as constant, which requires photon energies far below \(m\); here the ratio is \(2.3\times10^{-6}\).

Take \(\mathbf E\parallel\mathbf B\) and rotate to imaginary time. The two fields then act as magnetic fields in two separate planes, \((x,y)\) and \((z,\tau)\), with strengths \(b_1=eB\) and \(b_2\), where \(b_2^2=-(eE)^2\) when we return to real time. The electron field contributes

\[
e^{V_4\mathcal L_1}=\det(\gamma\!\cdot\! D+m)=\left[\det\left(-(\gamma\!\cdot\! D)^2+m^2\right)\right]^{1/2},
\]

where \(V_4\) is the four-volume. The second form holds because the nonzero eigenvalues of \(\gamma\!\cdot\! D\) come in pairs \(\pm i\kappa\), and \((m+i\kappa)(m-i\kappa)=m^2+\kappa^2\).

In each plane the squared operator is an oscillator with levels \((2j+1)b\), shifted by \(\mp b\) for the two spin states. The levels are therefore \(2nb\), with weight \(g_0=1\) and \(g_{n\ge1}=2\). In an area \(L_xL_y\), oscillator centres sit at \(k/b\) with \(k\) spaced by \(2\pi/L_y\), so each level holds \(b/2\pi\) states per unit area. Taking the logarithm,

\[
\mathcal L_1=\frac12\,\frac{b_1b_2}{4\pi^2}\sum_{n,k}g_ng_k\ln(m^2+2nb_1+2kb_2).
\]

For any fixed reference value \(A_0\), \(\ln(A/A_0)=-\int_0^\infty \frac{ds}{s}\left(e^{-As}-e^{-A_0s}\right)\). The \(A_0\) terms only multiply the total number of states. With a smooth cutoff at high levels, this number depends on the fields through a term proportional to \(b_1^2+b_2^2\), which joins the quadratic term absorbed below, and through higher terms that vanish as the cutoff is raised. The \(A_0\) terms are therefore dropped and \(\ln A\) is replaced by \(-\int_0^\infty \frac{ds}{s}e^{-As}\). The level sums are geometric:

\[
\sum_n g_ne^{-2nbs}=1+\frac{2}{e^{2bs}-1}=\coth bs .
\]

With \(x=b_1s\) and \(y=b_2s\),

\[
\mathcal L_1=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\,(x\coth x)(y\coth y).
\]

For weak fields \(x\coth x=1+x^2/3-x^4/45+\dots\). The constant term is a field-independent energy. The quadratic term is proportional to \(B^2-E^2\), like the Maxwell Lagrangian, and is absorbed into the measured charge and field normalization. The quartic part of the product is

\[
-\frac{x^4+y^4}{45}+\frac{x^2y^2}{9}=-\frac{1}{45}\left(x^4+y^4-5x^2y^2\right).
\]

Direct summation over the levels, extrapolated to weak field, gives \(-0.022216\) and \(0.111098\) for the coefficients \(-1/45\) and \(1/9\), an agreement within 3 parts in \(10^4\).

Using \(\int_0^\infty s\,e^{-m^2s}ds=1/m^4\) and returning to real \(E\),

\[
\mathcal L_1^{(4)}=\frac{e^4}{360\pi^2m^4}\left(B^4+E^4+5E^2B^2\right)
=\frac{2\alpha^2}{45m^4}\left[(E^2-B^2)^2+7E^2B^2\right].
\]

For general directions, Lorentz invariance allows only \(E^2-B^2\) and \(\mathbf E\cdot\mathbf B\) to enter, and parity forbids odd powers of the latter. The two remaining quartic terms are fixed by the parallel case, so \(E^2B^2\) becomes \((\mathbf E\cdot\mathbf B)^2\).

In SI units, \(B^2\to B^2/\mu_0\), \(E^2\to E^2/(\mu_0c^2)\) and \(1/m^4\to\hbar^3/(m^4c^5)\). Hence

\[
\mathcal L=\frac1{\mu_0}\left\{\frac12\left(\frac{E^2}{c^2}-B^2\right)+A_e\left[\left(\frac{E^2}{c^2}-B^2\right)^2+7\frac{(\mathbf E\cdot\mathbf B)^2}{c^2}\right]\right\},
\]
\[
A_e=\frac{2\alpha^2\hbar^3}{45\mu_0m^4c^5}=\frac{\alpha}{90\pi B_c^2}=1.32\times10^{-24}\ \mathrm{T^{-2}}.
\]

This is the leading one-loop, weak-field result; higher loops are left out. The two-loop correction known from the literature, not derived here, multiplies \(\Delta n\) by \(1+25\alpha/(4\pi)\approx1.015\). It would raise \(\Delta n\) and \(\psi\) below by about 1.5% and shorten the integration times by about 3%, so their last digits describe the one-loop model only.

## The two refractive indices

Let the wave have magnetic amplitude \(b\) and electric amplitude \(ce\), on top of the static field \(B\). The part of \(\mu_0\mathcal L\) quadratic in the wave has the form \(\frac12(\epsilon e^2-b^2/\mu)\). Since \(e\) and \(b\) are time and space derivatives of one potential, its wave equation gives \(n^2=\epsilon\mu\). Terms linear in the wave are total derivatives and drop out.

**Optical electric field along \(B\).** The wave's magnetic field is perpendicular to \(B\), so \(E^2/c^2-B_{\rm tot}^2=e^2-b^2-B^2\). The quadratic part of its square is \(-2B^2(e^2-b^2)\), while \((\mathbf E\cdot\mathbf B)^2/c^2=e^2B^2\). Therefore

\[
\epsilon=1-4A_eB^2+14A_eB^2=1+10A_eB^2,\qquad \frac1\mu=1-4A_eB^2 .
\]

To first order in \(A_eB^2\), \(n_\parallel^2=1+14A_eB^2\), so \(n_\parallel=1+7A_eB^2\).

**Optical electric field across \(B\).** Now \(b\) is along \(B\) and \(\mathbf E\cdot\mathbf B=0\). The first invariant is \(-B^2-2Bb+e^2-b^2\), whose square has the quadratic part \(4B^2b^2-2B^2(e^2-b^2)\). This gives

\[
\epsilon=1-4A_eB^2,\qquad \frac1\mu=1-4A_eB^2-8A_eB^2=1-12A_eB^2 .
\]

Then \(n_\perp^2=1+8A_eB^2\) and \(n_\perp=1+4A_eB^2\). The difference is

\[
\Delta n=3A_eB^2=3(1.325\times10^{-24})(2.5)^2=2.48\times10^{-23}.
\]

## From one pass to the cavity

One pass produces the phase difference \(\delta=2\pi L\Delta n/\lambda\). Resolve a unit input field into \(\cos\theta\) along \(B\) and \(\sin\theta\) across it, and give these components phases \(\pm\delta/2\). Projected perpendicular to the input polarization, the field is

\[
\cos\theta\sin\theta\left(e^{i\delta/2}-e^{-i\delta/2}\right)=i\sin\frac\delta2\,\sin2\theta\approx i\,\frac\delta2\sin2\theta .
\]

It is a quarter cycle out of phase with the main field, so its size is the ellipticity. The single-pass amplitude is

\[
\psi_1=\frac{\pi L\Delta n}{\lambda}=\frac{\pi(1.6)(2.484\times10^{-23})}{1.064\times10^{-6}}=1.17\times10^{-16}.
\]

Let each mirror have power reflectivity \(R\). Light leaving after \(j\) round trips has relative amplitude \(R^j\) and has made \(2j+1\) passes. On resonance the contributions add in phase, so the gain is

\[
\frac{\sum_j(2j+1)R^j}{\sum_jR^j}=1+\frac{2R}{1-R}=\frac{1+R}{1-R},
\]

using \(\sum_j R^j=1/(1-R)\) and \(\sum_j jR^j=R/(1-R)^2\).

To express this by the finesse, note that the transmitted power at round-trip phase \(\varphi\) is proportional to \(1/[(1-R)^2+4R\sin^2(\varphi/2)]\). It halves at \(\varphi\approx(1-R)/\sqrt R\), so \(F=2\pi/(2\varphi)=\pi\sqrt R/(1-R)\). For \(R\) close to one the gain is \(2F/\pi=4.46\times10^5\), and

\[
\psi_0=\frac{2F}{\pi}\psi_1=\frac{2FL\Delta n}{\lambda}=5.2\times10^{-11}.
\]

This gain assumes mirrors without birefringence, which is a tight condition at such finesse. Suppose each reflection adds a phase difference \(a\) between the input polarization and the crossed one, with the laser locked to the input polarization. The crossed component is then off resonance by \(2a\) per round trip, and for a slowly turning field the ellipticity drops by \(1/[1+(2Fa/\pi)^2]\). This factor is 0.83 for \(a=10^{-6}\) rad and 0.56 for \(a=2\times10^{-6}\) rad. The numbers below need \(a\ll\pi/(2F)=2.2\times10^{-6}\) rad.

The light remembers earlier field directions. Passes made \(j\) round trips before exit carry relative weight \(R^j\), because that is the share of the output amplitude old enough to have made them. With \(\tau=2d/c\),

\[
\psi(t)=\psi_1\Big[\sin2\theta(t)+2\sum_{j\ge1}R^j\sin2\theta(t-j\tau)\Big].
\]

For a signal at angular frequency \(\omega=4\pi\nu\), set \(z=e^{-i\omega\tau}\). The complex gain is

\[
\frac{1+Rz}{1-Rz}\approx\frac{2}{1-R+i\omega\tau}\approx\frac{2F/\pi}{1+i\,2\nu/f_c},\qquad f_c=\frac{c}{4dF},
\]

for \(\omega\tau\ll1\) and \(R\) near one. The amplitude is reduced by \(k=1/\sqrt{1+(2\nu/f_c)^2}\). Here \(f_c=33.5\) Hz and the signal is at 10 Hz, so \(k=0.958\) and the detected amplitude is \(\psi_s=k\psi_0=5.0\times10^{-11}\). A simulation following the field round trip by round trip confirms gain and roll-off within 0.1% at a lower finesse.

For \(2\nu\gg f_c\), \(k\approx f_c/(2\nu)\) and \(\psi_s\to cL\Delta n/(4\nu d\lambda)\), independent of \(F\). More finesse then gives no more signal unless the product \(\nu d\) is reduced, by turning the magnet more slowly or by shortening the cavity towards \(L\). In this example that ceiling is \(f_c/(2\nu)=3.35\) times \(\psi_0\); with \(d=L=1.6\) m it would be twice as high.

## Shot noise and integration time

A crossed analyser passes the fraction \(\sigma^2+\psi^2\), where \(\sigma^2\) is its extinction. With \(\sigma^2=10^{-7}\), the unmodulated signal averages \(\Gamma\psi_s^2/2=4.7\times10^{-5}\) photons per second, against a background of \(3.7\times10^9\). Adding a known ellipticity \(\eta_0\cos\omega_mt\), with \(\eta_0=10^{-2}\), makes the signal linear:

\[
r(t)=\Gamma\left[\sigma^2+(\eta_0\cos\omega_mt+\psi_s\sin\omega t)^2\right].
\]

The cross term is \(2\Gamma\eta_0\psi_s w(t)\), with \(w=\cos\omega_mt\,\sin\omega t\). The signal phase is taken as known from the magnet angle and the cavity lag \(\arctan(2\nu/f_c)=16.6^\circ\), with \(t\) counted from a zero of the delayed signal. Sum \(w(t_i)\) over the detected photons and divide by the response:

\[
\hat\psi=\frac{\sum_iw(t_i)}{2\eta_0\Gamma\int w^2dt}=\frac{\sum_iw(t_i)}{\eta_0\Gamma T/2},
\]

since \(w^2\) averages to \(1/4\). The other terms of \(r\) integrate to zero against \(w\) when the run holds whole numbers of periods of both \(\cos\omega_mt\) and \(\sin\omega t\), which is assumed here. The condition matters: at an arbitrary end time the \(\eta_0^2\) term leaves an error of order \(\eta_0/(\omega_mT)\). For modulation at 1 kHz and \(T=8\times10^3\) s this is about \(2\times10^{-10}\), larger than \(\psi_s\).

For independent photon arrivals the variance of the sum is \(\int r\,w^2dt\). Neglecting \(\psi_s\) in \(r\), and using \(\langle\cos^4\rangle=3/8\) and \(\langle\sin^2\rangle=1/2\),

\[
\mathrm{var}\,\hat\psi=\frac{4}{\eta_0^2\Gamma^2T^2}\,\Gamma T\left(\frac{\sigma^2}{4}+\frac{3\eta_0^2}{16}\right)
=\frac{1}{\Gamma T}\left(\frac34+\frac{\sigma^2}{\eta_0^2}\right).
\]

A constant count rate with the same mean would give \(1/2\) in place of \(3/4\). The actual rate peaks when \(\cos^2\omega_mt\) is large, which is also when \(w^2\) weights the noise most.

Other weights \(v(t)\) can do better. With \(s=\sigma/\eta_0\) and \(D=s^2+\cos^2\omega_mt\), the variance is

\[
\frac{\int v^2D\,dt}{4\Gamma(\int vw\,dt)^2}\ \ge\ \frac{1}{4\Gamma\int (w^2/D)\,dt}
\]

by the Cauchy-Schwarz inequality, with equality for \(v\propto w/D\). The substitution \(u=\tan\omega_mt\) gives \(\langle1/D\rangle=1/(s\sqrt{1+s^2})\). Hence \(\langle\cos^2\omega_mt/D\rangle=1-s^2\langle1/D\rangle=1-s/\sqrt{1+s^2}\), and the minimum variance is \(1/[2\Gamma T(1-s/\sqrt{1+s^2})]\). Simulated photon counts reproduce the two variances with ratios 1.001 and 0.999, within the statistical error.

For signal-to-noise ratio \(S=\psi_s/\sqrt{\mathrm{var}\,\hat\psi}\), ordinary demodulation needs

\[
T=\frac{S^2}{\Gamma k^2\psi_0^2}\left(\frac34+\frac{\sigma^2}{\eta_0^2}\right).
\]

At \(S=1\),

\[
T=\frac{0.751}{(3.749\times10^{16})(5.010\times10^{-11})^2}=8.0\times10^3\ \mathrm s=2.2\ \mathrm h .
\]

Optimal weights reduce this to \(5.5\times10^3\) s. A result with \(S=5\) takes 25 times the ordinary value, \(2.0\times10^5\) s or 2.3 days.

## Comparison and reading of the numbers

The rough argument gave an ellipticity about 94 times too large. Of this, a factor 30 comes from the loop coefficient, since \(3A_eB^2=(\alpha/30\pi)(B/B_c)^2\). The remaining factor \(\pi\) comes from using \(F\) passes and the full phase difference, instead of \(2F/\pi\) passes and half of it. Squaring 94 turns one second into hours; the noise factor and roll-off change the time by a further factor \(0.751/k^2\approx0.82\).

At fixed \(\Gamma\) and \(k\), \(T\propto B^{-4}L^{-2}F^{-2}\). Halving the field would cost a factor 16 in time, and halving its length a factor 4. The \(F^{-2}\) law is narrower. Since \(k\) falls as \(F\) rises, doubling \(F\) here at fixed \(d\) and \(\nu\) gains a factor 3.2 rather than 4. It also applies only to noise that the cavity does not amplify: fluctuating birefringence inside the cavity grows with the same gain as the signal.

The 2.3 days describe a detector limited by photon counting. If white noise of other origin made the total noise amplitude 50 times larger, the time would grow by \(50^2\), to about 16 years. Averaging also cannot remove a false signal at \(2\nu\): residual gas whose birefringence follows the field axis has the same \(\sin2\theta\) dependence and must be controlled separately. The numerical output lists the remaining intermediate values.

## Computed values

```
Level sum: coefficient of b1^4        = -0.022216
Level sum: coefficient of b1^2 b2^2   = 0.111098
Relative weight of (E.B)^2 from sums  = 7.0008
Index slopes, E along B / across B    = 7 / 4
Simulated/predicted variance, lock-in = 1.001
Simulated/predicted variance, optimal = 0.999
Finesse                               = 7.0e+05
Magnetic field B                      = 2.5 T
Field length L                        = 1.6 m
Wavelength                            = 1064 nm
Mirror spacing d                      = 3.2 m
Magnet rotation frequency             = 5.0 Hz
Power reaching the analyser           = 10 mW
Quantum efficiency                    = 0.7
Modulation amplitude eta0             = 1e-02
Extinction sigma^2                    = 1e-07
Critical field                        = 4.414e+09 T
B / critical field                    = 5.66e-10
Photon energy / electron rest energy  = 2.28e-06
A_e                                   = 1.3247e-24 T^-2
Index difference dn                   = 2.484e-23
Optical path difference, one pass     = 3.974e-23 m
Single-pass ellipticity               = 1.173e-16
Cavity gain 2F/pi                     = 4.456e+05
Effective path gain*L                 = 713 km
Ellipticity amplitude psi0            = 5.229e-11
Cavity cut-off frequency f_c          = 33.5 Hz
Signal frequency                      = 10.0 Hz
Roll-off factor k                     = 0.9581
Ellipticity at the detector k*psi0    = 5.010e-11
Photon energy                         = 1.867e-19 J
Detectable photon rate                = 3.749e+16 s^-1
Unmodulated signal rate (mean)        = 4.71e-05 s^-1
Extinction background rate            = 3.75e+09 s^-1
Noise factor 3/4 + sigma^2/eta0^2     = 0.7510
Amplitude error times sqrt(T)         = 4.475e-09 s^(1/2)
Time for S = 1                        = 7.980e+03 s
Time for S = 1, converted             = 2.22 h
Time for S = 1, optimal weights       = 5.486e+03 s
Time for S = 5                        = 1.995e+05 s
Time for S = 5, converted             = 2.31 d
Hypothetical noise / shot noise       = 50
Time for S = 5 with that noise        = 15.8 years
```
